# The Dutta–Horn Relation for Thermally Activated Low-Frequency Noise: a program that tests the result

```python
"""Dutta-Horn relation for thermally activated two-state traps.

Result under test, with alpha = -dlnS/dln(omega), slope = dlnS/dlnT,
L = -ln(omega*tau0), x = ln(omega*tau), tau = tau0*exp(E/kT):
  exact:        slope = L*(alpha-1) + <x tanh x>
  Dutta-Horn:   alpha ~ 1 + (slope-1)/L   (barrier density broad against kT)
The average has weight N(E)*sech(x); N(E) is the trap density per barrier
energy. S is the one-sided gate-voltage noise per hertz. Energies are in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, trapezoid
from scipy.linalg import expm, null_space

KB = const.k / const.e                 # eV/K
TAU0 = 1e-13                           # s
FREQ = 10.0                            # Hz
OMEGA = 2 * np.pi * FREQ
N_FLAT, PEAK, E_PEAK, WIDTH = 1e10, 3.0, 0.5, 0.1   # cm^-2 eV^-1, -, eV, eV
E_MAX = 1.5                            # eV
T_OX_NM = 5.0
AREA = 10e-4 * 1e-4                    # cm^2, gate 10 um x 1 um
AREA_SMALL = 100e-7 * 50e-7            # cm^2, gate 100 nm x 50 nm
C_OX = 3.9 * const.epsilon_0 / (T_OX_NM * 1e-9) * 1e-4   # F/cm^2
STEP = const.e / (C_OX * AREA)         # V per trapped electron
STEP_SMALL = const.e / (C_OX * AREA_SMALL)
E_GRID = np.linspace(0.0, E_MAX, 30001)


def density(e):
    return N_FLAT * (1 + PEAK * np.exp(-(e - E_PEAK)**2 / (2 * WIDTH**2)))


def lorentzian(omega, tau):
    return tau / (1 + (omega * tau)**2)


def spectrum(omega, temp, dens=density, tau0=TAU0):
    """Direct integral over barriers, V^2/Hz."""
    tau = tau0 * np.exp(E_GRID / (KB * temp))
    return STEP**2 * AREA * trapezoid(dens(E_GRID) * lorentzian(omega, tau),
                                      E_GRID)


def log_slopes(spec, omega, temp, h=1e-4):
    """alpha and dlnS/dlnT by central differences."""
    up, down = np.exp(h), np.exp(-h)
    a = -np.log(spec(omega * up, temp) / spec(omega * down, temp)) / (2 * h)
    s = np.log(spec(omega, temp * up) / spec(omega, temp * down)) / (2 * h)
    return a, s


def dutta_horn(slope, omega, tau0=TAU0):
    return 1 - (slope - 1) / np.log(omega * tau0)


# --- Lorentzian of an asymmetric two-state trap from its master equation
capture, emission, w_test = 3.0, 1.0, 5.0
rates = np.array([[-capture, capture], [emission, -emission]])
stationary = null_space(rates.T)[:, 0]
stationary = stationary / stationary.sum()
tau_test = 1 / (capture + emission)
dt = tau_test / 400
propagator = expm(rates * dt)
conditional = np.array([0.0, 1.0])
covariance = []
for _ in range(16001):
    covariance.append(stationary[1] * conditional[1] - stationary[1]**2)
    conditional = propagator @ conditional
times = dt * np.arange(16001)
s_master = 4 * simpson(np.array(covariance) * np.cos(w_test * times), x=times)
p_occ = capture / (capture + emission)
s_formula = 4 * p_occ * (1 - p_occ) * lorentzian(w_test, tau_test)
assert abs(s_master / s_formula - 1) < 1e-6

# --- exact identity: differences of S against averages over x
for f_hz in (1.0, 10.0, 1000.0):
    for temp in (150.0, 300.0):
        w = 2 * np.pi * f_hz
        theta = KB * temp
        big_l = -np.log(w * TAU0)
        x = np.linspace(-big_l, E_MAX / theta - big_l, 20001)
        weight = density(theta * (big_l + x)) / np.cosh(x)
        norm = trapezoid(weight, x)
        mean_tanh = trapezoid(weight * np.tanh(x), x) / norm
        mean_xtanh = trapezoid(weight * x * np.tanh(x), x) / norm
        a, s = log_slopes(spectrum, w, temp)
        assert abs(a - 1 - mean_tanh) < 1e-5
        assert abs(s - big_l * mean_tanh - mean_xtanh) < 1e-4

# --- same identity for one trap and for three traps
L10 = -np.log(OMEGA * TAU0)
TH300 = KB * 300.0


def discrete_spectrum(barriers):
    def spec(omega, temp):
        return lorentzian(omega, TAU0 * np.exp(barriers / (KB * temp))).sum()
    return spec


x_one = 1.5
a, s = log_slopes(discrete_spectrum(np.array([TH300 * (L10 + x_one)])),
                  OMEGA, 300.0)
single_error = dutta_horn(s, OMEGA) - a
assert abs(single_error - (x_one * np.tanh(x_one) - 1) / L10) < 1e-5


def discrete_averages(barriers):
    """alpha and slope at 300 K from the averages over a finite trap set."""
    xs = barriers / TH300 - L10
    wt = 1 / np.cosh(xs)
    wt = wt / wt.sum()
    return (1 + (wt * np.tanh(xs)).sum(),
            (wt * (L10 + xs) * np.tanh(xs)).sum())


three = np.array([0.60, 0.66, 0.75])
assert np.allclose(log_slopes(discrete_spectrum(three), OMEGA, 300.0),
                   discrete_averages(three), atol=1e-4)

# --- curvature remainder: its relative error must fall as (kT/width)^2
misfit = []
for ratio in (20.0, 40.0):
    wid = ratio * TH300
    a, s = log_slopes(lambda w, t: spectrum(
        w, t, lambda e: np.exp(-(e - TH300 * L10)**2 / (2 * wid**2))),
        OMEGA, 300.0)
    remainder = s - 1 - L10 * (a - 1)
    misfit.append(abs(remainder / (-np.pi**2 / 4 / ratio**2) - 1))
assert misfit[0] < 0.02 and 3.7 < misfit[0] / misfit[1] < 4.3

# --- exponential density: closed remainder
a_exp = 0.3
alpha_exp, s = log_slopes(lambda w, t: spectrum(
    w, t, lambda e: np.exp(a_exp * e / TH300)), OMEGA, 300.0)
rem_exp = s - 1 - L10 * (alpha_exp - 1)
assert abs(alpha_exp - 1 - a_exp) < 1e-5
assert abs(rem_exp - np.pi * a_exp / 2 * np.tan(np.pi * a_exp / 2)) < 1e-4

# --- temperature sweep of the worked example
rows = []
for temp in (100.0, 150.0, 200.0, 250.0, 300.0, 350.0, 400.0):
    a, s = log_slopes(spectrum, OMEGA, temp)
    noise = spectrum(OMEGA, temp)
    probed = KB * temp * L10
    recovered = 4 * FREQ * noise / (STEP**2 * AREA * KB * temp)
    assert abs(dutta_horn(s, OMEGA) - a) < 0.01
    assert abs(recovered / density(probed) - 1) < 0.12
    rows.append((temp, probed, noise * 1e12, a, s, dutta_horn(s, OMEGA),
                 density(probed) / 1e10, recovered / 1e10))
assert np.ptp([r[3] for r in rows]) > 0.15
ALPHA, SLOPE = rows[4][3], rows[4][4]

# --- level asymmetry spread uniformly: one extra power of T
v_grid = np.linspace(0.0, E_MAX, 3001)[:, None]
asym = np.linspace(-0.6, 0.6, 241)[None, :]


def asymmetric_spectrum(omega, temp):
    th = KB * temp
    rate_up = np.exp(-(v_grid + asym / 2) / th) / (2 * TAU0)
    rate_down = np.exp(-(v_grid - asym / 2) / th) / (2 * TAU0)
    total = rate_up + rate_down
    occ = rate_up / total
    return (density(v_grid) * 4 * occ * (1 - occ)
            * lorentzian(omega, 1 / total)).sum()


a_asym, s_asym = log_slopes(asymmetric_spectrum, OMEGA, 300.0)
dh_asym_plain = dutta_horn(s_asym, OMEGA)
dh_asym_fixed = dutta_horn(s_asym - 1, OMEGA)
assert abs(dh_asym_fixed - a_asym) < 0.01 < 0.03 < abs(dh_asym_plain - a_asym)

# --- prefactor tau0 ~ T^-m and barrier drift delta = dE/dlnT
M_PRE = 2.0
VT_DRIFT, DISPLACEMENT_NM = 1e-3, 0.2            # V/K, nm
delta = 300.0 * VT_DRIFT / T_OX_NM * DISPLACEMENT_NM   # eV


def drifting_spectrum(omega, temp):
    lt = np.log(temp / 300.0)
    return spectrum(omega, temp,
                    tau0=TAU0 * np.exp(-M_PRE * lt + delta * lt / (KB * temp)))


a_d, s_d = log_slopes(drifting_spectrum, OMEGA, 300.0)
assert abs(s_d - SLOPE - (M_PRE - delta / TH300) * (ALPHA - 1)) < 1e-4
shift_pre = M_PRE * (ALPHA - 1) / L10
shift_drift = -delta / TH300 * (ALPHA - 1) / L10
shift_tau = dutta_horn(SLOPE, OMEGA, 10 * TAU0) - dutta_horn(SLOPE, OMEGA)

# --- tunnelling: depth spread of tau0, and purely tunnelling traps
MASS, BARRIER = 0.5, 3.1                         # electron masses, eV
two_kappa = 2e-9 * np.sqrt(2 * MASS * const.m_e * BARRIER * const.e) / const.hbar
DEPTH_NM = 0.5
depths = (np.arange(50) + 0.5) * DEPTH_NM / 50


def depth_spectrum(omega, temp):
    return np.mean([spectrum(omega, temp, tau0=TAU0 * np.exp(two_kappa * z))
                    for z in depths])


a_z, s_z = log_slopes(depth_spectrum, OMEGA, 300.0)
dh_z = dutta_horn(s_z, OMEGA)
dh_z_mid = dutta_horn(s_z, OMEGA, TAU0 * np.exp(two_kappa * DEPTH_NM / 2))

z_grid = np.linspace(0.0, 3.0, 6001)


def tunnel_spectrum(omega, temp):
    tau = 1e-10 * np.exp(two_kappa * z_grid)     # no temperature in tau
    return trapezoid(np.exp(0.2 * two_kappa * z_grid)
                     * lorentzian(omega, tau), z_grid)


a_tun, s_tun = log_slopes(tunnel_spectrum, OMEGA, 300.0)
dh_tun = dutta_horn(s_tun, OMEGA)
assert abs(a_tun - 1.2) < 1e-3 and abs(dh_tun - a_tun) > 0.1

# --- parabolic barrier: tunnelling exponent 2*pi*depth/omega_b (atomic units)
for depth in (0.3, 2.0):
    edge = np.sqrt(2 * depth)
    action = 2 * quad(lambda y: np.sqrt(max(2 * depth - y * y, 0.0)),
                      -edge, edge)[0]
    assert abs(action - 2 * np.pi * depth) < 1e-6
omega_well = np.pi / TAU0                        # two exits at omega/(2 pi)
t_cross = const.hbar * omega_well / (2 * np.pi * const.k)

# --- finite number of traps: Poisson scatter, flat density
rng = np.random.default_rng(7)
per_ev = N_FLAT * AREA
samples = []
for _ in range(3000):
    e = rng.uniform(0.0, E_MAX, rng.poisson(per_ev * E_MAX))
    samples.append(lorentzian(OMEGA, TAU0 * np.exp(e / TH300)).sum())
scatter_mc = np.std(samples) / np.mean(samples)
scatter_formula = np.sqrt(2 / (np.pi**2 * TH300 * per_ev))
# sampling error of a standard deviation from 3000 draws is about 1.3 percent
assert abs(scatter_mc / scatter_formula - 1) < 0.06

peak_integral = PEAK * WIDTH * np.sqrt(2 * np.pi)


def device_medians(area, count):
    """Median |alpha-1| and |Dutta-Horn error| over devices with traps."""
    dev, err = [], []
    for _ in range(count):
        flat = rng.uniform(0, E_MAX, rng.poisson(N_FLAT * area * E_MAX))
        bump = rng.normal(E_PEAK, WIDTH,
                          rng.poisson(N_FLAT * area * peak_integral))
        e = np.concatenate([flat, bump])
        if e.size:
            a_i, s_i = discrete_averages(e)
            dev.append(abs(a_i - 1))
            err.append(abs(dutta_horn(s_i, OMEGA) - a_i))
    return np.median(dev), np.median(err)


big_dev, big_err = device_medians(AREA, 1000)
small_dev, small_err = device_medians(AREA_SMALL, 5000)
traps_small = N_FLAT * AREA_SMALL * (E_MAX + peak_integral)
assert small_err > 5 * big_err

print(f"tau0 = {TAU0:.1e} s; frequency = {FREQ:.0f} Hz; L = {L10:.3f}")
print(f"flat trap density = {N_FLAT:.1e} cm^-2 eV^-1, 0 to {E_MAX} eV")
print(f"peak: {PEAK:.0f} x flat, centre {E_PEAK} eV, sigma {WIDTH} eV")
print(f"oxide = {T_OX_NM:.0f} nm; capacitance = {C_OX*1e6:.3f} uF/cm2")
print(f"large gate 10 um x 1 um: step = {STEP*1e6:.3f} uV")
print(f"small gate 100 nm x 50 nm: step = {STEP_SMALL*1e3:.3f} mV")
print(f"kT at 300 K = {TH300:.5f} eV")
print("T(K) E(eV) S(uV2/Hz) alpha slope alpha_DH N N_rec (1e10/cm2/eV)")
for r in rows:
    print("%.0f %.4f %.3f %.4f %.4f %.4f %.3f %.3f" % r)
print(f"remainder <x tanh x>-1 at 300 K = {SLOPE-1-L10*(ALPHA-1):.4f}")
print(f"relative misfit of curvature term, width 20 kT: {misfit[0]:.5f}")
print(f"relative misfit of curvature term, width 40 kT: {misfit[1]:.5f}")
print(f"exponential density a={a_exp}: alpha={alpha_exp:.4f}, "
      f"remainder={rem_exp:.4f}")
print(f"one trap at x={x_one}: Dutta-Horn error = {single_error:.5f}")
print("Effects at 300 K and 10 Hz:")
print(f"asymmetric levels: alpha={a_asym:.4f}, slope={s_asym:.4f}")
print(f"  DH subtracting 1: {dh_asym_plain:.4f}; 2: {dh_asym_fixed:.4f}")
print(f"tau0 ~ T^-{M_PRE:.0f}: shift of alpha_DH = {shift_pre:.4f}")
print(f"tau0 assumed 10 times too long: shift = {shift_tau:.4f}")
print(f"threshold drift {VT_DRIFT*1e3:.0f} mV/K, charge moves "
      f"{DISPLACEMENT_NM} nm")
print(f"  barrier drift dE/dlnT = {delta:.4f} eV; shift = {shift_drift:.4f}")
print(f"oxide barrier {BARRIER} eV, mass {MASS}: 2*kappa = "
      f"{two_kappa:.3f} /nm")
print(f"depth spread 0-{DEPTH_NM} nm: alpha={a_z:.4f}, slope={s_z:.4f}")
print(f"  DH with surface tau0: {dh_z:.4f}; mid-depth: {dh_z_mid:.4f}")
print(f"pure tunnelling: alpha={a_tun:.4f}, slope={s_tun:.4f}, "
      f"DH={dh_tun:.4f}")
print(f"trap vibration quantum = {const.hbar*omega_well/const.e:.4f} eV")
print(f"tunnelling crossover temperature = {t_cross:.1f} K")
print(f"oxide field at 1 V across oxide = {10/T_OX_NM:.1f} MV/cm")
print(f"direct tunnelling exponent through oxide = {two_kappa*T_OX_NM:.1f}")
print(f"flat density, large gate: traps per eV = {per_ev:.0f}")
print(f"  relative scatter of S: sampled {scatter_mc:.4f}, "
      f"formula {scatter_formula:.4f}")
print(f"large gate: median |alpha-1| = {big_dev:.4f}, "
      f"|DH error| = {big_err:.4f}")
print(f"small gate: mean number of traps = {traps_small:.3f}")
print(f"  with traps: median |alpha-1| = {small_dev:.4f}, "
      f"|DH error| = {small_err:.4f}")
print("checks complete")
```

Printed output:

```
tau0 = 1.0e-13 s; frequency = 10 Hz; L = 25.793
flat trap density = 1.0e+10 cm^-2 eV^-1, 0 to 1.5 eV
peak: 3 x flat, centre 0.5 eV, sigma 0.1 eV
oxide = 5 nm; capacitance = 0.691 uF/cm2
large gate 10 um x 1 um: step = 2.320 uV
small gate 100 nm x 50 nm: step = 4.640 mV
kT at 300 K = 0.02585 eV
T(K) E(eV) S(uV2/Hz) alpha slope alpha_DH N N_rec (1e10/cm2/eV)
100 0.2223 1.238 1.0148 1.3900 1.0151 1.063 1.067
150 0.3334 3.087 1.0903 3.3569 1.0914 1.749 1.775
200 0.4445 8.140 1.0639 2.6156 1.0626 3.572 3.510
250 0.5557 10.075 0.9227 -1.0432 0.9208 3.569 3.476
300 0.6668 6.383 0.8308 -3.2868 0.8338 1.746 1.835
350 0.7779 4.531 0.9307 -0.6874 0.9346 1.063 1.116
400 0.8891 4.683 0.9914 0.8036 0.9924 1.002 1.010
remainder <x tanh x>-1 at 300 K = 0.0777
relative misfit of curvature term, width 20 kT: 0.01211
relative misfit of curvature term, width 40 kT: 0.00307
exponential density a=0.3: alpha=1.3000, remainder=0.2401
one trap at x=1.5: Dutta-Horn error = 0.01387
Effects at 300 K and 10 Hz:
asymmetric levels: alpha=0.8348, slope=-2.2205
  DH subtracting 1: 0.8751; 2: 0.8364
tau0 ~ T^-2: shift of alpha_DH = -0.0131
tau0 assumed 10 times too long: shift = -0.0163
threshold drift 1 mV/K, charge moves 0.2 nm
  barrier drift dE/dlnT = 0.0120 eV; shift = 0.0030
oxide barrier 3.1 eV, mass 0.5: 2*kappa = 12.757 /nm
depth spread 0-0.5 nm: alpha=0.8967, slope=-1.4249
  DH with surface tau0: 0.9060; mid-depth: 0.8927
pure tunnelling: alpha=1.2000, slope=0.0000, DH=0.9612
trap vibration quantum = 0.0207 eV
tunnelling crossover temperature = 38.2 K
oxide field at 1 V across oxide = 2.0 MV/cm
direct tunnelling exponent through oxide = 63.8
flat density, large gate: traps per eV = 1000
  relative scatter of S: sampled 0.0874, formula 0.0885
large gate: median |alpha-1| = 0.1666, |DH error| = 0.0031
small gate: mean number of traps = 1.126
  with traps: median |alpha-1| = 1.0000, |DH error| = 0.2543
checks complete
```
